# Hydrogen polarizability from the Dalgarno–Lewis equation by conjugate gradients: test program

```python
# Static dipole polarizability of hydrogen from the Dalgarno-Lewis equation.
# Result under test: alpha = 9/2 atomic units, where E(F) = -1/2 - alpha F^2/2.
# Radial p-channel equation (Hartree atomic units):
#   A w = b,  A = -1/2 d^2/dr^2 + 1/r^2 - 1/r + 1/2,  b = r u0,  u0 = 2 r exp(-r)
#   alpha = (2/3) * integral of b w dr
# Grid: r_i = i h, w = 0 at r = 0 and r = R; A becomes a tridiagonal matrix.
# The grid value alpha_h should exceed 9/2 by 5 h^2/32 to leading order.
# alpha_k is the estimate after k conjugate-gradient (CG) iterations.
import math
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, eigh_tridiagonal, solveh_banded

BOX = 20.0
SPACINGS = (0.1, 0.05, 0.025)
RESIDUAL_TOL = 1e-10


def build_problem(h):
    n = int(round(BOX / h)) - 1
    r = h * np.arange(1, n + 1)
    diagonal = 1 / h**2 + 1 / r**2 - 1 / r + 0.5
    off = np.full(n - 1, -0.5 / h**2)
    b = r * 2 * r * np.exp(-r)
    return r, diagonal, off, b


def apply_matrix(diagonal, off, x):
    y = diagonal * x
    y[:-1] += off * x[1:]
    y[1:] += off * x[:-1]
    return y


def conjugate_gradients(diagonal, off, b):
    """Start from zero; return the list of all iterates."""
    x = np.zeros_like(b)
    residual = b.copy()
    direction = residual.copy()
    rho = residual @ residual
    target = RESIDUAL_TOL**2 * (b @ b)
    iterates = [x.copy()]
    while rho > target:
        assert len(iterates) < 5 * len(b), "CG did not converge"
        a_direction = apply_matrix(diagonal, off, direction)
        step = rho / (direction @ a_direction)
        x = x + step * direction
        residual = residual - step * a_direction
        rho_new = residual @ residual
        direction = residual + (rho_new / rho) * direction
        rho = rho_new
        iterates.append(x.copy())
    return iterates


# ---- symbolic check of the closed solution and of the integrals ----
s = sp.symbols("r", positive=True)
u0_sym = 2 * s * sp.exp(-s)
b_sym = s * u0_sym
w_sym = (2 * s**2 + s**3) * sp.exp(-s)


def a_sym(f):
    return -sp.diff(f, s, 2) / 2 + (1 / s**2 - 1 / s + sp.Rational(1, 2)) * f


def integral(f):
    return sp.integrate(sp.expand(f), (s, 0, sp.oo))


assert sp.simplify(a_sym(w_sym) - b_sym) == 0
assert sp.simplify(a_sym(b_sym) - u0_sym) == 0
alpha_exact = sp.Rational(2, 3) * integral(b_sym * w_sym)
assert alpha_exact == sp.Rational(9, 2)
bb = integral(b_sym**2)
bab = integral(b_sym * sp.simplify(a_sym(b_sym)))
alpha_first = sp.Rational(2, 3) * bb**2 / bab
assert alpha_first == 4
curvature = integral(sp.diff(w_sym, s, 2)**2)
assert curvature == sp.Rational(45, 8)
slope_predicted = float(curvature / 36)

# ---- CG on three grids, each compared with a direct solver ----
alpha_grid, iterations, points = [], [], []
for h in SPACINGS:
    r, diagonal, off, b = build_problem(h)
    iterates = conjugate_gradients(diagonal, off, b)
    banded = np.vstack([np.append(0.0, off), diagonal])
    w_direct = solveh_banded(banded, b)
    true_residual = b - apply_matrix(diagonal, off, iterates[-1])
    # rounding lets the true residual drift slightly from the updated one
    assert np.linalg.norm(true_residual) < 1e-9 * np.linalg.norm(b)
    assert np.max(np.abs(iterates[-1] - w_direct)) < 1e-7
    alpha_grid.append(2 / 3 * h * (b @ iterates[-1]))
    iterations.append(len(iterates) - 1)
    points.append(len(r))
    if h == SPACINGS[1]:
        middle = (h, r, diagonal, off, b, iterates, w_direct)

slopes = [(a - 4.5) / h**2 for a, h in zip(alpha_grid, SPACINGS)]
assert abs(slopes[-1] / slope_predicted - 1) < 0.02
alpha_extrapolated = (4 * alpha_grid[2] - alpha_grid[1]) / 3
assert abs(alpha_extrapolated - 4.5) < 1e-5
growth = [iterations[i + 1] / iterations[i] for i in range(2)]
assert all(1.5 < g < 2.5 for g in growth)

# ---- detailed study of the middle grid ----
h, r, diagonal, off, b, iterates, w_direct = middle
levels, vectors = eigh_tridiagonal(diagonal, off)
lam_min, lam_max = levels[0], levels[-1]
assert lam_min > 0.25 and abs(lam_min - 0.375) < 1e-3
assert lam_max <= 2.5 / h**2
condition = lam_max / lam_min

# sum over all p states of the grid
shares = 2 / 3 * h * (vectors.T @ b)**2 / levels
assert abs(shares.sum() - alpha_grid[1]) < 1e-8

# monotonic rise, error identity and Chebyshev bound
alpha_k = np.array([2 / 3 * h * (b @ x) for x in iterates])
alpha_direct = 2 / 3 * h * (b @ w_direct)
energy_sq = np.array([(w_direct - x) @ apply_matrix(diagonal, off, w_direct - x)
                      for x in iterates])
assert np.all(np.diff(alpha_k) > -1e-11)
assert np.max(np.abs(alpha_direct - alpha_k - 2 / 3 * h * energy_sq)) < 1e-9
relative_error = np.sqrt(np.abs(energy_sq) / energy_sq[0])
rate = (math.sqrt(condition) - 1) / (math.sqrt(condition) + 1)
bound = 2 * rate**np.arange(len(iterates))
assert np.all(relative_error <= bound + 1e-9)
assert abs(alpha_k[1] - float(alpha_first)) < 2e-3
k_alpha = int(np.argmax(alpha_direct - alpha_k < 1e-6))

w_exact = (2 * r**2 + r**3) * np.exp(-r)
w_error = np.max(np.abs(iterates[-1] - w_exact))
assert w_error < 5e-3


# ---- independent road: energy of the atom in a small finite field ----
def moment(n):
    return math.factorial(n) / 2**(n + 1)


# basis functions r^p exp(-r): (l, p) for the s and p channels
basis = [(0, p) for p in range(1, 5)] + [(1, p) for p in range(2, 6)]
nodes, weights = np.polynomial.legendre.leggauss(8)
angular = 0.5 * np.sum(weights * nodes * math.sqrt(3) * nodes)
size = len(basis)
overlap, h_zero, dipole = (np.zeros((size, size)) for _ in range(3))
for i, (li, p) in enumerate(basis):
    for j, (lj, q) in enumerate(basis):
        if li == lj:
            overlap[i, j] = moment(p + q)
            h_zero[i, j] = (0.5 * (p * q * moment(p + q - 2)
                                   - (p + q) * moment(p + q - 1) + moment(p + q))
                            + 0.5 * li * (li + 1) * moment(p + q - 2)
                            - moment(p + q - 1))
        else:
            dipole[i, j] = angular * moment(p + q + 1)
norms = np.sqrt(np.diag(overlap))
scale = np.outer(norms, norms)
overlap, h_zero, dipole = overlap / scale, h_zero / scale, dipole / scale


def ground_energy(field):
    return eigh(h_zero + field * dipole, overlap, eigvals_only=True)[0]


field = 0.002
energy_zero = ground_energy(0.0)
assert abs(energy_zero + 0.5) < 1e-10
alpha_f1 = -2 * (ground_energy(field) - energy_zero) / field**2
alpha_f2 = -2 * (ground_energy(2 * field) - energy_zero) / (2 * field)**2
alpha_field = (4 * alpha_f1 - alpha_f2) / 3
assert abs(alpha_field - 4.5) < 1e-5

# ---- printed numbers ----
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
print(f"box radius R = {BOX:.1f} bohr")
print(f"CG stopping relative residual = {RESIDUAL_TOL:.0e}")
print(f"exact alpha from closed solution = {float(alpha_exact):.4f} a.u.")
print(f"integral of b^2 = {float(bb):.4f} a.u.")
print(f"integral of b A b = {float(bab):.4f} a.u.")
print(f"continuum alpha after one CG step = {float(alpha_first):.4f} a.u.")
print(f"integral of (w'')^2 = {float(curvature):.4f} a.u.")
print(f"predicted (alpha_h - 9/2)/h^2 = {slope_predicted:.5f} a.u.")
for i, hh in enumerate(SPACINGS):
    print(f"h = {hh:.3f} bohr: points {points[i]}, iterations {iterations[i]}, "
          f"alpha_h = {alpha_grid[i]:.7f} a.u., "
          f"(alpha_h - 9/2)/h^2 = {slopes[i]:.5f} a.u.")
print(f"iteration growth per halving of h = {growth[0]:.2f}, {growth[1]:.2f}")
print(f"extrapolated alpha (two finest grids) = {alpha_extrapolated:.7f} a.u.")
print(f"extrapolated alpha as volume = "
      f"{alpha_extrapolated * bohr_angstrom**3:.4f} cubic angstrom")
print(f"details below: grid with h = {h:.3f} bohr")
print(f"lowest eigenvalue of A = {lam_min:.5f} hartree")
print(f"highest eigenvalue of A = {lam_max:.2f} hartree")
print(f"upper limit 5/(2 h^2) = {2.5 / h**2:.2f} hartree")
print(f"condition number = {condition:.1f}")
print(f"Chebyshev factor per iteration = {rate:.5f}")
for k in (1, 2, 3, 5, 10, 20, 50, 100, 150, 200):
    if k < len(alpha_k):
        print(f"k = {k}: alpha_k = {alpha_k[k]:.7f} a.u., "
              f"relative energy-norm error = {relative_error[k]:.2e}")
print(f"first k with alpha_h - alpha_k below 1e-6 a.u. = {k_alpha}")
for radius in (1.0, 2.0, 4.0, 8.0):
    i = int(round(radius / h)) - 1
    print(f"r = {radius:.1f} bohr: w from CG = {iterates[-1][i]:.6f}, "
          f"exact w = {w_exact[i]:.6f} a.u.")
print(f"largest error of w on the grid = {w_error:.2e} a.u.")
print(f"sum over grid p states = {shares.sum():.7f} a.u.")
print(f"share of the 2p state = {shares[0]:.4f} a.u.")
print(f"finite fields used = {field:.3f} and {2 * field:.3f} a.u.")
print(f"alpha from each field = {alpha_f1:.6f}, {alpha_f2:.6f} a.u.")
print(f"alpha extrapolated to zero field = {alpha_field:.6f} a.u.")
print("finished without a failed check")
```

Running it gives:

```
box radius R = 20.0 bohr
CG stopping relative residual = 1e-10
exact alpha from closed solution = 4.5000 a.u.
integral of b^2 = 3.0000 a.u.
integral of b A b = 1.5000 a.u.
continuum alpha after one CG step = 4.0000 a.u.
integral of (w'')^2 = 5.6250 a.u.
predicted (alpha_h - 9/2)/h^2 = 0.15625 a.u.
h = 0.100 bohr: points 199, iterations 194, alpha_h = 4.5015644 a.u., (alpha_h - 9/2)/h^2 = 0.15644 a.u.
h = 0.050 bohr: points 399, iterations 388, alpha_h = 4.5003907 a.u., (alpha_h - 9/2)/h^2 = 0.15630 a.u.
h = 0.025 bohr: points 799, iterations 776, alpha_h = 4.5000977 a.u., (alpha_h - 9/2)/h^2 = 0.15626 a.u.
iteration growth per halving of h = 2.00, 2.00
extrapolated alpha (two finest grids) = 4.5000000 a.u.
extrapolated alpha as volume = 0.6668 cubic angstrom
details below: grid with h = 0.050 bohr
lowest eigenvalue of A = 0.37500 hartree
highest eigenvalue of A = 909.42 hartree
upper limit 5/(2 h^2) = 1000.00 hartree
condition number = 2425.1
Chebyshev factor per iteration = 0.96020
k = 1: alpha_k = 4.0008333 a.u., relative energy-norm error = 3.33e-01
k = 2: alpha_k = 4.1370061 a.u., relative energy-norm error = 2.84e-01
k = 3: alpha_k = 4.1622306 a.u., relative energy-norm error = 2.74e-01
k = 5: alpha_k = 4.2138759 a.u., relative energy-norm error = 2.52e-01
k = 10: alpha_k = 4.3129996 a.u., relative energy-norm error = 2.04e-01
k = 20: alpha_k = 4.4208690 a.u., relative energy-norm error = 1.33e-01
k = 50: alpha_k = 4.4945915 a.u., relative energy-norm error = 3.59e-02
k = 100: alpha_k = 4.5003230 a.u., relative energy-norm error = 3.88e-03
k = 150: alpha_k = 4.5003900 a.u., relative energy-norm error = 4.00e-04
k = 200: alpha_k = 4.5003907 a.u., relative energy-norm error = 3.99e-05
first k with alpha_h - alpha_k below 1e-6 a.u. = 147
r = 1.0 bohr: w from CG = 1.103939, exact w = 1.103638 a.u.
r = 2.0 bohr: w from CG = 2.165628, exact w = 2.165365 a.u.
r = 4.0 bohr: w from CG = 1.758312, exact w = 1.758301 a.u.
r = 8.0 bohr: w from CG = 0.214695, exact w = 0.214696 a.u.
largest error of w on the grid = 3.27e-04 a.u.
sum over grid p states = 4.5003907 a.u.
share of the 2p state = 2.9614 a.u.
finite fields used = 0.002 and 0.004 a.u.
alpha from each field = 4.500207, 4.500827 a.u.
alpha extrapolated to zero field = 4.500000 a.u.
finished without a failed check
```
